# One-Centre Spin-Orbit Coupling in PAW and the Terms It Neglects: a program that tests the result

```python
"""
Result under test: in PAW the spin-orbit operator reduces to
    sum_ij |p_i> lambda_ij <L.S> <p_j|,  lambda_ij = int_0^rc u_i xi u_j dr,
    xi = V'/(2 c^2 r) / (1 - V/(2 c^2))^2,
where u_i are all-electron radial partial waves (r times the radial part),
p_i projectors, V the spherical potential energy, c the speed of light,
L and S orbital and spin angular momentum, and rc the sphere radius.
The reduction is compared with all-electron diagonalization for a model
atom in a hard-wall cell. Hartree atomic units are used throughout.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq

c = 1.0 / constants.fine_structure
hartree_ev = constants.physical_constants["Hartree energy in eV"][0]


def spin_orbit_xi(r, v, dv):
    return dv / (2 * c**2 * r) / (1 - v / (2 * c**2))**2


# ---- Operator identity: spin-dependent part of sigma.p K sigma.p ----
X = sp.symbols("x y z", real=True)
x, y, z = X
radius = sp.sqrt(x**2 + y**2 + z**2)
c_squared = sp.Integer(2)
v_sym = -3 / radius
k_sym = c_squared / (2 * c_squared - v_sym)
pauli = [sp.Matrix([[0, 1], [1, 0]]), sp.Matrix([[0, -sp.I], [sp.I, 0]]),
         sp.Matrix([[1, 0], [0, -1]])]
spinor = sp.Matrix([x * y + z, y * z - sp.I * x**2])


def sigma_p(chi):
    total = sp.zeros(2, 1)
    for s, q in zip(pauli, X):
        total += -sp.I * s * chi.diff(q)
    return total


def orbital(f):
    return [-sp.I * (y * sp.diff(f, z) - z * sp.diff(f, y)),
            -sp.I * (z * sp.diff(f, x) - x * sp.diff(f, z)),
            -sp.I * (x * sp.diff(f, y) - y * sp.diff(f, x))]


spin_part = sigma_p(k_sym * sigma_p(spinor))
for q in X:
    spin_part += (k_sym * spinor.diff(q)).diff(q)
dv_dr = 3 / radius**2
xi_sym = dv_dr / (2 * c_squared * radius) / (1 - v_sym / (2 * c_squared))**2
l_up, l_down = orbital(spinor[0]), orbital(spinor[1])
ls_spinor = sp.zeros(2, 1)
for k in range(3):
    ls_spinor += pauli[k] * sp.Matrix([l_up[k], l_down[k]]) / 2
point = {x: sp.Rational(3, 10), y: sp.Rational(-7, 10), z: sp.Rational(1, 2)}
residual = (spin_part - xi_sym * ls_spinor).subs(point)
operator_error = max(abs(complex(sp.N(e))) for e in residual)
assert operator_error < 1e-11


# ---- Angular matrices: ladder algebra against quadrature, l = 2 ----
def ls_matrix(l):
    m = np.arange(l, -l - 1, -1)
    raising = np.diag(np.sqrt(l * (l + 1) - m[1:] * (m[1:] + 1.0)), 1)
    s_plus = np.array([[0.0, 1.0], [0.0, 0.0]])
    return (np.kron(np.diag(m), np.diag([0.5, -0.5]))
            + 0.5 * np.kron(raising, s_plus.T)
            + 0.5 * np.kron(raising.T, s_plus))


harmonics = [sp.sqrt(15 / (32 * sp.pi)) * (x + sp.I * y)**2,
             -sp.sqrt(15 / (8 * sp.pi)) * (x + sp.I * y) * z,
             sp.sqrt(5 / (16 * sp.pi)) * (2 * z**2 - x**2 - y**2),
             sp.sqrt(15 / (8 * sp.pi)) * (x - sp.I * y) * z,
             sp.sqrt(15 / (32 * sp.pi)) * (x - sp.I * y)**2]
cos_t, w_t = np.polynomial.legendre.leggauss(8)
phi = np.arange(16) * 2 * np.pi / 16
ct, ph = np.meshgrid(cos_t, phi, indexing="ij")
st = np.sqrt(1 - ct**2)
directions = (st * np.cos(ph), st * np.sin(ph), ct)
solid_weight = w_t[:, None] * np.ones(16) * 2 * np.pi / 16


def on_sphere(f):
    return sp.lambdify(X, f, "numpy")(*directions) * np.ones_like(ct)


y_values = [on_sphere(f) for f in harmonics]
l_values = [[on_sphere(g) for g in orbital(f)] for f in harmonics]
ls_quadrature = np.zeros((10, 10), complex)
for k in range(3):
    l_k = np.array([[np.sum(solid_weight * ya.conj() * lb[k])
                     for lb in l_values] for ya in y_values])
    s_k = np.array(pauli[k].tolist(), dtype=complex) / 2
    ls_quadrature += np.kron(l_k, s_k)
angular_error = np.max(abs(ls_quadrature - ls_matrix(2)))
assert angular_error < 1e-11
ls_p = np.linalg.eigvalsh(ls_matrix(1))
kappa_low, kappa_high = ls_p[0], ls_p[-1]
assert np.allclose(ls_p, [-1, -1, 0.5, 0.5, 0.5, 0.5])

# ---- Prefactor: 2p splitting of a one-electron ion against Dirac ----
z_ion = 10


def dirac_2p(k):
    g = np.sqrt(k**2 - (z_ion / c)**2)
    return c**2 * (1 / np.sqrt(1 + (z_ion / c / (2 - k + g))**2) - 1)


def ion_integrand(r):
    u_squared = z_ion**5 / 24 * r**4 * np.exp(-z_ion * r)
    return u_squared * spin_orbit_xi(r, -z_ion / r, z_ion / r**2)


ion_splitting = (kappa_high - kappa_low) * quad(
    ion_integrand, 0, 6, points=[0.001, 0.01, 0.1, 1], limit=200)[0]
dirac_splitting = dirac_2p(2) - dirac_2p(1)
# The neglected corrections are of relative order (Z/c)^2.
assert abs(ion_splitting / dirac_splitting - 1) < 3 * (z_ion / c)**2

# ---- Radial spectral elements for the p channel ----
order = 12
legendre = np.polynomial.legendre.Legendre.basis(order)
nodes = np.concatenate(([-1.0], np.sort(legendre.deriv().roots().real), [1.0]))
leg = legendre(nodes)
node_weight = 2 / (order * (order + 1) * leg**2)
gap = nodes[:, None] - nodes[None, :] + np.eye(order + 1)
derivative = leg[:, None] / leg[None, :] / gap
np.fill_diagonal(derivative, 0.0)
derivative[0, 0] = -order * (order + 1) / 4
derivative[-1, -1] = order * (order + 1) / 4
element_stiffness = derivative.T @ (node_weight[:, None] * derivative)


def radial_grid(edges):
    size = (len(edges) - 1) * order + 1
    r, w, kinetic = np.zeros(size), np.zeros(size), np.zeros((size, size))
    for e in range(len(edges) - 1):
        h = edges[e + 1] - edges[e]
        part = slice(e * order, e * order + order + 1)
        r[part] = edges[e] + h * (nodes + 1) / 2
        w[part] += node_weight * h / 2
        kinetic[part, part] += element_stiffness / h
    return r, w, kinetic


z_nuc = 32
rc, wall = 2.0, 4.0
inner_edges = [0, 0.005, 0.03, 0.1, 0.25, 0.5]
sphere_edges = inner_edges + [1.0, 1.5, rc]
cell_edges = sphere_edges + [3.0, wall]
atom_edges = cell_edges + [6.0, 9.0, 13.0, 20.0]


def potential(r, d):
    """Potential energy and its first two radial derivatives."""
    tail = (z_nuc - 1) * np.exp(-r / d)
    v = -(1 + tail) / r
    dv = (1 + tail) / r**2 + tail / (d * r)
    d2v = -2 * (1 + tail) / r**3 - 2 * tail / (d * r**2) - tail / (d**2 * r)
    return v, dv, d2v


def at_nodes(r, function):
    """Values on the grid; the node r = 0 never enters since u(0) = 0."""
    return np.concatenate(([0.0], function(r[1:])))


def all_electron(edges, d, kappa=0.0):
    r, w, kinetic = radial_grid(edges)

    def effective(s):
        v, dv, _ = potential(s, d)
        return v + 1 / s**2 + kappa * spin_orbit_xi(s, v, dv)

    h = kinetic + np.diag(w * at_nodes(r, effective))
    scale = 1 / np.sqrt(w[1:-1])
    values, vectors = eigh(h[1:-1, 1:-1] * np.outer(scale, scale))
    u = np.zeros_like(r)
    u[1:-1] = scale * vectors[:, 2]      # third p level
    return values[2], u, values[:3]


target = -0.25
d = brentq(lambda s: all_electron(atom_edges, s)[0] - target, 0.2, 1.0,
           xtol=1e-11)
atom_energy, atom_u, atom_levels = all_electron(atom_edges, d)
cell_energy, cell_u, _ = all_electron(cell_edges, d)


def xi_model(s):
    v, dv, _ = potential(s, d)
    return spin_orbit_xi(s, v, dv)


r_s, w_s, kin_s = radial_grid(sphere_edges)
r_c, w_c, kin_c = radial_grid(cell_edges)
r_a, w_a, _ = radial_grid(atom_edges)
n_s = len(r_s)
xi_s, xi_c, xi_a = (at_nodes(r, xi_model) for r in (r_s, r_c, r_a))
full_atom = np.sum(w_a * xi_a * atom_u**2)
full_cell = np.sum(w_c * xi_c * cell_u**2)
sphere_cell = np.sum(w_s * xi_s * cell_u[:n_s]**2)
interstitial = full_cell - sphere_cell
sphere_norm = np.sum(w_s * cell_u[:n_s]**2)
_, w_i, _ = radial_grid(inner_edges)
n_i = len(w_i)
inner_share = np.sum(w_i * xi_c[:n_i] * cell_u[:n_i]**2) / full_cell
inner_norm = np.sum(w_i * cell_u[:n_i]**2)


# ---- PAW data and pseudo-Hamiltonian ----
def matched_polynomial(powers, value, slope, curvature):
    p = np.array(powers, float)
    rows = np.array([rc**p, p * rc**(p - 1), p * (p - 1) * rc**(p - 2)])
    return np.linalg.solve(rows, [value, slope, curvature])


v_coef = matched_polynomial([0, 2, 4], *potential(rc, d))


def smooth_effective(s):
    return v_coef[0] + v_coef[1] * s**2 + v_coef[2] * s**4 + 1 / s**2


def build_paw(energies):
    v_true = at_nodes(r_s, lambda s: potential(s, d)[0] + 1 / s**2)
    v_smooth = at_nodes(r_s, smooth_effective)
    h_true = kin_s + np.diag(w_s * v_true)
    h_smooth = kin_s + np.diag(w_s * v_smooth)
    waves, smooth_waves, sources = [], [], []
    for e in energies:
        m = h_true - e * np.diag(w_s)
        u = np.zeros(n_s)
        u[-1] = 1.0
        u[1:-1] = np.linalg.solve(m[1:-1, 1:-1], -m[1:-1, -1])
        u /= np.sqrt(np.sum(w_s * u**2))
        slope = 2 * m[-1] @ u
        curvature = 2 * (v_true[-1] - e) * u[-1]
        a = matched_polynomial([2, 4, 6], u[-1], slope, curvature)
        ps = a[0] * r_s**2 + a[1] * r_s**4 + a[2] * r_s**6
        ps_2 = 2 * a[0] + 12 * a[1] * r_s**2 + 30 * a[2] * r_s**4
        source = e * ps + 0.5 * ps_2 - v_smooth * ps
        source[0] = 0.0
        waves.append(u)
        smooth_waves.append(ps)
        sources.append(source)
    f, g, chi = (np.array(q).T for q in (waves, smooth_waves, sources))
    b = g.T @ (w_s[:, None] * chi)
    projectors = chi @ np.linalg.inv(b)
    dh = f.T @ h_true @ f - g.T @ h_smooth @ g
    q = f.T @ (w_s[:, None] * f) - g.T @ (w_s[:, None] * g)
    # One-centre energies must reproduce the scattering sources.
    assert np.allclose(dh - q * np.array(energies)[None, :], b, atol=1e-6)
    strength = f.T @ ((w_s * xi_s)[:, None] * f)
    smooth_strength = g.T @ ((w_s * xi_s)[:, None] * g)
    return dict(p=projectors, dh=dh, q=q, lam=strength,
                lam_smooth=smooth_strength, smooth=g)


def solve_paw(data, kappa=0.0):
    """Pseudo state of the cell closest to the atomic reference energy."""
    v = at_nodes(r_c, lambda s: np.where(
        s <= rc, smooth_effective(s), potential(s, d)[0] + 1 / s**2))
    pw = np.zeros((len(r_c), data["p"].shape[1]))
    pw[:n_s] = w_s[:, None] * data["p"]
    one_centre = data["dh"] + kappa * data["lam"]
    h = kin_c + np.diag(w_c * v) + pw @ one_centre @ pw.T
    s = np.diag(w_c) + pw @ data["q"] @ pw.T
    h, s = h[1:-1, 1:-1], s[1:-1, 1:-1]
    step = np.linalg.solve(h - target * s, s)
    vec = r_c[1:-1]**2 * (wall - r_c[1:-1])
    for _ in range(200):
        vec = step @ vec
        vec /= np.linalg.norm(vec)
    norm = vec @ s @ vec
    assert norm > 0
    vec /= np.sqrt(norm)
    state = np.concatenate(([0.0], vec, [0.0]))
    return vec @ h @ vec, state, pw.T @ state


references = [target, 0.25]
paw_two, paw_one = build_paw(references), build_paw(references[:1])
energy_two, state_two, coef_two = solve_paw(paw_two)
energy_one, _, coef_one = solve_paw(paw_one)
if coef_two[0] < 0:
    state_two, coef_two = -state_two, -coef_two
centre_two = coef_two @ paw_two["lam"] @ coef_two
centre_one = coef_one @ paw_one["lam"] @ coef_one
pseudo_wave = np.sum(w_s * xi_s * state_two[:n_s]**2)
pseudo_centre = coef_two @ paw_two["lam_smooth"] @ coef_two
error_two = centre_two / full_cell - 1
error_one = centre_one / full_cell - 1
delta = state_two[:n_s] - paw_two["smooth"] @ coef_two
delta_norm = np.sum(w_s * delta**2)

# Tolerances below reflect the finite number of partial waves.
assert abs(energy_two - cell_energy) < 1e-3
assert abs(error_two) < 2e-2
assert abs(error_two) < abs(error_one)
assert abs(pseudo_wave - pseudo_centre) < 0.2 * pseudo_wave
assert 0 < interstitial < 1e-2 * full_cell

# ---- Splitting with spin-orbit coupling inside both Hamiltonians ----
ae_split = (all_electron(cell_edges, d, kappa_high)[0]
            - all_electron(cell_edges, d, kappa_low)[0])
paw_split = (solve_paw(paw_two, kappa_high)[0]
             - solve_paw(paw_two, kappa_low)[0])
first_order_split = (kappa_high - kappa_low) * centre_two
# Scalar partial waves miss part of the j-dependent radial relaxation.
assert abs(paw_split / ae_split - 1) < 0.1

pauli_xi = at_nodes(r_c, lambda s: potential(s, d)[1] / (2 * c**2 * s))
pauli_full = np.sum(w_c * pauli_xi * cell_u**2)


def show(label, value, unit="", digits=6):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("speed of light", c, "a.u.", 9)
show("hartree in eV", hartree_ev, "eV", 8)
show("operator identity, largest residual", operator_error, "a.u.", 2)
show("L.S for l=2, largest quadrature difference", angular_error, "", 2)
show("L.S eigenvalue, p with j=1/2", kappa_low)
show("L.S eigenvalue, p with j=3/2", kappa_high)
show("one-electron ion, nuclear charge", z_ion)
show("ion 2p splitting from xi", ion_splitting, "hartree")
show("ion 2p splitting from Dirac levels", dirac_splitting, "hartree")
show("model nuclear charge", z_nuc)
show("model screening length d", d, "bohr")
show("sphere radius", rc, "bohr")
show("wall radius", wall, "bohr")
for k, level in enumerate(atom_levels):
    show(f"free atom p level {k + 1}", level, "hartree")
show("reference energy 1", references[0], "hartree")
show("reference energy 2", references[1], "hartree")
show("cell valence energy, all-electron", cell_energy, "hartree", 7)
show("cell valence energy, PAW two waves", energy_two, "hartree", 7)
show("cell valence energy, PAW one wave", energy_one, "hartree", 7)
show("lambda_11 (unit norm in sphere)", paw_two["lam"][0, 0], "hartree")
show("lambda_12", paw_two["lam"][0, 1], "hartree")
show("lambda_22", paw_two["lam"][1, 1], "hartree")
show("projection c_1", coef_two[0])
show("projection c_2", coef_two[1])
show("free atom, full integral of xi", full_atom, "hartree")
show("cell, full integral of xi", full_cell, "hartree")
show("cell, full integral with Pauli xi", pauli_full, "hartree")
show("cell, all-electron part inside sphere", sphere_cell, "hartree")
show("cell, interstitial part", interstitial, "hartree", 4)
show("interstitial share of full integral", interstitial / full_cell, "", 3)
show("norm inside sphere", sphere_norm, "", 4)
show("share of xi integral within 0.5 bohr", inner_share, "", 5)
show("norm within 0.5 bohr", inner_norm, "", 4)
show("one-centre result, two waves", centre_two, "hartree")
show("one-centre result, two waves", centre_two * hartree_ev, "eV")
show("relative error, two waves", error_two, "", 3)
show("one-centre result, one wave", centre_one, "hartree")
show("relative error, one wave", error_one, "", 3)
show("pseudo-wave term inside sphere", pseudo_wave, "hartree", 5)
show("one-centre pseudo term", pseudo_centre, "hartree", 5)
show("difference of pseudo terms", pseudo_wave - pseudo_centre, "hartree", 3)
show("norm of expansion remainder in sphere", delta_norm, "", 3)
show("j splitting, first order one-centre", first_order_split, "hartree")
show("j splitting, PAW diagonalization", paw_split, "hartree")
show("j splitting, all-electron diagonalization", ae_split, "hartree")
show("j splitting, all-electron", ae_split * hartree_ev, "eV")
show("relative error of PAW j splitting", paw_split / ae_split - 1, "", 3)
print("all tests passed")
```

It prints:

```
speed of light: 137.035999 a.u.
hartree in eV: 27.211386 eV
operator identity, largest residual: 3.7e-127 a.u.
L.S for l=2, largest quadrature difference: 3.6e-15
L.S eigenvalue, p with j=1/2: -1
L.S eigenvalue, p with j=3/2: 0.5
one-electron ion, nuclear charge: 10
ion 2p splitting from xi: 0.0165542 hartree
ion 2p splitting from Dirac levels: 0.0166966 hartree
model nuclear charge: 32
model screening length d: 0.412204 bohr
sphere radius: 2 bohr
wall radius: 4 bohr
free atom p level 1: -65.4235 hartree
free atom p level 2: -9.28679 hartree
free atom p level 3: -0.25 hartree
reference energy 1: -0.25 hartree
reference energy 2: 0.25 hartree
cell valence energy, all-electron: -0.1853262 hartree
cell valence energy, PAW two waves: -0.1853262 hartree
cell valence energy, PAW one wave: -0.1850742 hartree
lambda_11 (unit norm in sphere): 0.0181012 hartree
lambda_12: 0.0221662 hartree
lambda_22: 0.0271461 hartree
projection c_1: 0.710367
projection c_2: 0.0919254
free atom, full integral of xi: 0.00807056 hartree
cell, full integral of xi: 0.0122463 hartree
cell, full integral with Pauli xi: 0.0128827 hartree
cell, all-electron part inside sphere: 0.012245 hartree
cell, interstitial part: 1.222e-06 hartree
interstitial share of full integral: 9.98e-05
norm inside sphere: 0.6408
share of xi integral within 0.5 bohr: 0.99421
norm within 0.5 bohr: 0.02736
one-centre result, two waves: 0.0122586 hartree
one-centre result, two waves: 0.333573 eV
relative error, two waves: 0.00101
one-centre result, one wave: 0.0114479 hartree
relative error, one wave: -0.0652
pseudo-wave term inside sphere: 0.00010244 hartree
one-centre pseudo term: 0.00010262 hartree
difference of pseudo terms: -1.8e-07 hartree
norm of expansion remainder in sphere: 5.56e-07
j splitting, first order one-centre: 0.0183879 hartree
j splitting, PAW diagonalization: 0.0185668 hartree
j splitting, all-electron diagonalization: 0.0187684 hartree
j splitting, all-electron: 0.510715 eV
relative error of PAW j splitting: -0.0107
all tests passed
```
